# Why hydrogen's (+/-) level follows the midpoint of dangling-bond energies

**Question.** Hydrogen in many semiconductors changes from H⁺ to H⁻ when the Fermi level passes an energy roughly 4.5 eV below vacuum, although the band edges of these materials differ by much more than this level does. Why should the level ignore the band edges, and is it really the midpoint of the cation and anion dangling-bond energies?

**Answer.**

**What the level measures**

Let $E(q)$ be the total energy of a crystal containing one hydrogen atom in charge state $q$, and $\mu$ the Fermi level. All energies are counted from vacuum, without a surface dipole. The formation energy is $E(q)+q\mu$ plus terms that do not depend on $q$, namely the energy of the perfect crystal and that of the hydrogen reservoir. H⁺ and H⁻ are equally costly at $\mu=L$, where

$$E(+)+L=E(-)-L,\qquad L=\tfrac12\,[E(-)-E(+)].$$

The level is therefore half the energy needed to add two electrons, with hydrogen free to change its place between the two charge states. That change of place is the heart of the mechanism.

**Two ways to repair a broken bond**

Take a bond between a cation hybrid of energy $c$ and an anion hybrid of energy $a<c$, and let hydrogen break it. The bond brings two electrons and hydrogen one, so the neutral system has three, H⁺ has two and H⁻ has four.

Let hydrogen bind to one hybrid at a time. With two electrons, it binds to the anion hybrid. Both electrons occupy the anion-H bond, and the high-lying cation hybrid stays empty. With four electrons, hydrogen binds to the cation hybrid. Two electrons fill the cation-H bond and two fill the low-lying anion hybrid. Each charge state thus leaves over the dangling bond that suits its electron number.

Let hydrogen have orbital energy $h$ and coupling $-t_x$ to hybrid $x$, where $x$ is $a$ or $c$. At first, electron repulsion enters only through effective orbital energies, and the atoms do not relax. The bonding energy $B(x)$ is the lower root of $(x-B)(h-B)=t_x^2$:

$$B(x)=\frac{x+h}{2}-S_x,\qquad S_x=\sqrt{\Big(\frac{x-h}{2}\Big)^2+t_x^2}.$$

Counting electrons gives $E(+)=2B(a)$ and $E(-)=2B(c)+2a$, so that

$$L=B(c)+a-B(a)=\frac{c+h}{2}-S_c+a-\frac{a+h}{2}+S_a=m-(S_c-S_a),$$

with $m=(c+a)/2$. The midpoint appears because the cation hybrid enters through half of its bond energy, while the anion hybrid enters fully as a filled dangling bond and is half cancelled by its own bond in H⁺.

The remainder follows from $S_c-S_a=(S_c^2-S_a^2)/(S_c+S_a)$. With $D=(c-a)/2$,

$$\tfrac14\big[(c-h)^2-(a-h)^2\big]=\tfrac14(c-a)(c+a-2h)=D(m-h),$$

and therefore

$$L=m-\frac{D(m-h)+t_c^2-t_a^2}{S_c+S_a}.$$

If $t_a=t_c$ and $h=m$, then $L=m$ for every $D$. A larger $D$ pushes the two hybrids apart and leaves their midpoint alone.

**What pulls the level off the midpoint**

For equal couplings the result reads $L=m-\lambda(m-h)$ with $\lambda=D/(S_c+S_a)$. Since $S_x\ge|x-h|/2$, the triangle inequality gives

$$S_c+S_a\ge\tfrac12\big(|c-h|+|a-h|\big)\ge\tfrac12(c-a)=D.$$

Hence $0\le\lambda\le1$, and $L$ lies between $m$ and $h$. For $D\to0$ it goes to $m$, whatever $h$ is. For $D$ much larger than $t$ and $|m-h|$ it goes to $h$: the anion hybrid is then filled in both charge states, and the two added electrons sit on hydrogen. Polarity thus strengthens the pull of hydrogen's own energy.

Take $m=-4.5$ eV, $D=2$ eV, $t=4$ eV and $h=-6.5$ eV, so $c=-2.5$ eV and $a=-6.5$ eV. Then $S_c=\sqrt{2^2+4^2}=4.472$ eV, $S_a=4$ eV, and $L=-4.5-0.472=-4.972$ eV. Hydrogen lies 2 eV below the midpoint and draws the level down by about a quarter of that distance.

Unequal couplings act directly. If hydrogen binds more strongly to the anion, H⁺ is stabilized and $L$ rises.

**When the neutral state is skipped**

Suppose that the cation hybrid does not lie above the antibonding anion-H orbital, and that the anion hybrid does not lie below the cation-H bond. A third electron then costs $c$ when hydrogen is on the anion side. Starting from H⁻ on the cation side, removing an electron returns $a$. The neutral energy is

$$E(0)=\min[E(+)+c,\;E(-)-a].$$

Using $E(-)-E(+)=2L$, the effective repulsion is

$$U_{\rm eff}=E(+)+E(-)-2E(0)=\max[2L-2c,\;2a-2L]=-2\min(c-L,\;L-a).$$

It is negative whenever $a<L<c$. At $\mu=L$ both charged states then lie $|U_{\rm eff}|/2$ below the neutral one. The same inequalities fix the sites. H⁺ on the cation side would have energy $E(-)-2a$, which exceeds $E(+)$ if $L>a$. H⁻ on the anion side would have energy $E(+)+2c$, which exceeds $E(-)$ if $L<c$.

In the example $c-L=2.472$ eV and $L-a=1.528$ eV, so $U_{\rm eff}=-3.056$ eV. In this one-electron model the change of bonding partner suffices, without lattice relaxation. Repulsion between two electrons in the left-over hybrid works against it, as shown below. For $c=a$ this contribution vanishes, and a negative $U_{\rm eff}$ would need an effect left out here.

**Which dangling-bond energy counts**

The position relative to vacuum depends on what "hybrid energy" means. Let $e_x$ be the energy of a single electron in orbital $x$, and let a second electron in the same orbital cost an extra $U$, equal for the cation, anion and hydrogen orbitals. A filled anion hybrid has energy $2e_a+U$. The two-electron singlet of a bond is built from one covalent state of energy $e_x+e_H$ and two ionic states of energies $2e_x+U$ and $2e_H+U$, each coupled to the covalent one by $\sqrt2\,t$ in magnitude. Write its lowest energy as $e_x+e_H+f_x$. Then

$$L=\tfrac12\big[(e_c+e_H+f_c)+(2e_a+U)-(e_a+e_H+f_a)\big]=\frac{e_c+e_a+U}{2}+\frac{f_c-f_a}{2}.$$

With equal repulsions, the relevant hybrid energy is thus $e_x+U/2$, halfway between the energy $e_x$ for removing the only electron and the energy $e_x+U$ for adding a second one. Measured from the covalent energy, the ionic states lie at $U\pm(e_x-e_H)$. Reversing the sign of $e_x-e_H$ merely exchanges them, so $f_c=f_a$ when $e_H$ is midway between $e_c$ and $e_a$.

For $e_c=-6.5$ eV, $e_a=-10.5$ eV and $U=8$ eV, the removal energies have their midpoint at $-8.5$ eV, but $L=(-6.5-10.5+8)/2=-4.5$ eV when $e_H=-8.5$ eV. Using removal energies alone would misplace the level by $U/2=4$ eV. Lowering $e_H$ by 2 eV gives $L=-4.675$ eV. The effective energies $e_x+U/2$ are then those of the previous example, where the pull was 0.472 eV; with the repulsion treated fully it is 0.175 eV. Diagonalization in the full space of occupations confirms both values of $L$.

The repulsion also affects the neutral state. Let this state consist of a bond singlet and one electron in the left-over hybrid. Its energy is then the lower of $E(+)+e_c$ and $E(-)-(e_a+U)$. With $c=e_c+U/2$ and $a=e_a+U/2$, the same steps as before give

$$U_{\rm eff}=U-2\min(c-L,\;L-a).$$

For $e_H=-8.5$ eV this is $8-2\cdot2=+4$ eV, and the neutral state is not skipped. With $e_H$ midway between $e_c$ and $e_a$, the formula reads $U_{\rm eff}=U-2D$. A negative value thus needs a larger $D$, a smaller $U$, for instance through screening by the crystal, or help from lattice relaxation. The formula holds only while the assumed neutral state is the lowest one. For $U=8$ eV and $t=4$ eV this is still so at $D=5$ eV but no longer at $D=6$ eV, where the third electron enters the H bond; $U_{\rm eff}$ then rises again and is positive by $D=10$ eV.

**From one bond to a crystal**

In a crystal each hybrid is coupled to the other orbitals of its atom and to the neighbours, so a dangling bond is a spectrum and not one energy. I return to one-electron energies. Let $H_0$ be the crystal with one bond cut, having $2F$ orbitals, of which $F$ are doubly filled. With hydrogen attached there are $2F+1$ levels. H⁺ fills the lowest $F$ levels $E_i^a$ of the anion-side arrangement, and H⁻ the lowest $F+1$ levels $E_i^c$ of the cation-side one.

Choose $\mu$ in a gap common to both arrangements, with just these levels below it, and define $\Omega_x=2\sum_i\min(E_i^x-\mu,0)$. Then $\Omega_a=E(+)-2F\mu$ and $\Omega_c=E(-)-2(F+1)\mu$, so

$$L=\mu+\tfrac12(\Omega_c-\Omega_a).$$

Now use $2\min(y,0)=y-|y|$. The sums of $y=E_i^x-\mu$ are traces, which are equal in the two arrangements because the hydrogen coupling is off-diagonal. The absolute values follow from $\pi|y|=\int_0^\infty dw\,\ln(1+y^2/w^2)$, and $\prod_i[w^2+(E_i^x-\mu)^2]=|\det(\mu+iw-H_x)|^2$. Hence

$$\Omega_c-\Omega_a=-\frac2\pi\int_0^\infty dw\,\ln\left|\frac{\det(\mu+iw-H_c)}{\det(\mu+iw-H_a)}\right|.$$

Eliminating the crystal orbitals gives $\det(z-H_x)=\det(z-H_0)\,(z-h)\,F_x(z)$, where

$$F_x(z)=1-\frac{t_x^2\,g_x(z)}{z-h},\qquad g_x(z)=\langle x|(z-H_0)^{-1}|x\rangle.$$

The common factors cancel in the ratio, leaving

$$L=\mu+\frac1\pi\int_0^\infty dw\,\ln\left|\frac{F_a(\mu+iw)}{F_c(\mu+iw)}\right|.$$

If $L$ itself lies in the common gap, one may set $\mu=L$. The integral then vanishes: the level is the Fermi energy at which hydrogen gains equally by binding to either side. The whole spectrum of each hybrid enters, so as long as a common gap exists neither a band edge nor a gap state fixes $L$ alone. The case $D=0$ with $t_a=t_c$ is different: both arrangements have the same spectrum, there is no common gap of this kind, and $L$ equals the single level $E_{F+1}$.

**When the crystal gives the midpoint exactly**

Suppose that the s and p energies coincide on each atom, that only nearest neighbours couple, and that the s-p coupling has the same size whichever atom supplies the s orbital. Then $H_0-m=D\tau+T$, where $\tau$ is $+1$ on cations and $-1$ on anions, and $T$ connects only cations with anions. Inversion about the centre of the cut bond exchanges the sublattices, turning $\tau$ into $-\tau$ and leaving $T$ unchanged. Multiplying the orbitals by $\tau$ then reverses $T$. Together the two operations turn $D\tau+T$ into $-(D\tau+T)$ and exchange the two dangling hybrids, up to a sign.

If also $h=m$ and $t_a=t_c$, a sign choice for the hydrogen orbital makes $H_c-m$ the mirror image of $-(H_a-m)$. The lowest $F+1$ levels of the first, measured from $m$, are therefore minus the highest $F+1$ levels of the second. The trace of $H_a-m$ is zero, so minus the sum of its highest $F+1$ levels equals the sum of its lowest $F$. Thus

$$\sum_{i\le F+1}(E_i^c-m)=\sum_{i\le F}(E_i^a-m),$$

and $L=\sum_{i\le F+1}E_i^c-\sum_{i\le F}E_i^a=(F+1)m-Fm=m$ for any $D>0$. An s-p splitting breaks this mirror, because the two operations leave it unchanged instead of reversing it.

**The sp3 series**

The series is a zinc-blende crystal with round parameters and $D=1,2,3,4$ eV. The hybrid midpoint is an input, $m=-4.5$ eV. The p level lies 6 eV above the s level, and the hybrid energy is one quarter s and three quarters p. The nearest-neighbour couplings ss, sp, ppσ and ppπ are $-1.8$, 2.4, 4.2 and $-1.0$ eV, and $t=4$ eV on both sides. Each cell has 128 crystal atoms.

With hydrogen aligned, $h=m$, the level is $-4.34$, $-4.39$, $-4.44$ and $-4.48$ eV along the series. It varies by 0.14 eV, while the valence-band top moves by 1.86 eV and the conduction-band bottom by 0.81 eV. The mean is $-4.41$ eV, or $-0.162$ hartree. The largest distance from $m$ is 0.16 eV, at $D=1$ eV. All other mirror conditions hold here, so this deviation exists because of the s-p splitting.

The gap states of the cut crystal give a different midpoint. It falls from $-4.39$ eV to $-4.83$ eV, and at $D=4$ eV it is 0.35 eV below $L$, whereas the hybrid midpoint is off by 0.02 eV. With aligned hydrogen the rule thus works better with hybrid energies than with gap levels, except at $D=1$ eV. This is not general: with hydrogen lowered to $-6.5$ eV the gap midpoint is the closer one at $D=2$, 3 and 4 eV, and the hybrid midpoint at $D=1$ eV.

With hydrogen lowered to $-6.5$ eV, the level runs from $-4.54$ to $-5.26$ eV. Its spread of 0.72 eV is still well below that of the valence band, but close to that of the conduction band. At $D=2$ eV the lowering shifts $L$ by $-4.787+4.387=-0.400$ eV, near the $-0.472$ eV of the single bond. For this case the Green-function integral and the total energies agree.

Unequal bonds do more harm. At $D=2$ eV with aligned hydrogen, $t_a=4.5$ eV and $t_c=3.5$ eV raise $L$ from $-4.39$ to $-3.45$ eV. The effective repulsion for equal bonds is $-2.4$ eV, so the neutral state is skipped in this one-electron crystal too; on-site repulsion, left out here, would work against this. For $D=2$ eV, aligned hydrogen and equal bonds, going to 250 atoms changes $L$ by less than 0.001 eV.

**Does hydrogen enforce a common value?**

Shift all crystal orbitals together and keep $h$ fixed. The first-order change of a total energy is the shift times the number of electrons on the crystal orbitals. With $n_\pm$ the electron number on hydrogen in H$^\pm$, and two more electrons in H⁻ than in H⁺,

$$\frac{dL}{dm}=\tfrac12\big[2-(n_--n_+)\big]=1-\frac{n_--n_+}{2}.$$

At $D=2$ eV with aligned hydrogen, $n_+=0.802$ and $n_-=1.214$, so the slope is $1-0.412/2=0.794$. At this polarity a small scatter in $m$ passes to $L$ with only a fifth removed. The slope falls from about 0.9 at $D=1$ eV to about 0.6 at $D=4$ eV, so in this series hydrogen damps the scatter but does not pin the level.

The answer therefore has two parts. Within the model, the exchange of bonding partners ties $L$ to the hybrid midpoint and not to a band edge, provided $h$ is near $m$ and the two H bonds are alike. Whether real materials meet these provisos is not shown here. With the free-atom value $h\approx-(13.6+0.75)/2=-7.2$ eV, $L$ varies by 0.9 eV along the series, slightly more than the conduction-band bottom, and real anion-H and cation-H bonds often differ considerably in length and strength. The value near $-4.5$ eV, and its recurrence in different materials, further require that $m$ be nearly the same in them. The model takes that as given and does not derive it.

The rule also needs similar H bonds on both sides, similar on-site repulsion in the two hybrids and, unless $D$ is small, a hydrogen energy near $m$. Relaxation energies $R_\pm$, by which the two charge states are lowered, add $(R_+-R_-)/2$ to $L$ and cancel only when equal. Hydrogen that prefers a site outside the broken bond, or that binds to both hybrids at once, as H⁺ does at the bond centre in silicon, needs a separate treatment. Finally, suppose that the neutral state is skipped. If the predicted $L$ lies above the conduction-band bottom, H⁺ is favoured over H⁻ throughout the gap and hydrogen acts as a donor; if it lies below the valence-band top, H⁻ is favoured and hydrogen acts as an acceptor. The numerical output below lists the full series.

## Table of computed values

```
Hybrid midpoint m (input): -4.50 eV = -0.1654 hartree
s-p splitting: 6.0 eV; H coupling: 4.0 eV
ss, sp, pp-sigma, pp-pi: -1.8, 2.4, 4.2, -1.0 eV
Hydrogen energy, aligned / lowered: -4.5 / -6.5 eV
Three-orbital model, D = 2 eV, hydrogen lowered:
  L = -4.972 eV; U_eff = -3.056 eV
Correlated model: e_c = -6.5, e_a = -10.5, U = 8.0 eV
  midpoint of removal energies e: -8.50 eV
  L with e_H = -8.5 eV: -4.500 eV
  L with e_H = -10.5 eV: -4.675 eV
Mirror crystal, L at D = 1 and 3 eV: -4.500000, -4.500000 eV
Series of 128-atom cells, energies in eV:
  D   VBM    CBM    cut-filled cut-empty cut-mid  L-aligned L-lowered
  1 -6.099 -1.841    -5.060    -3.723   -4.391    -4.343    -4.544
  2 -6.550 -1.680    -5.849    -3.171   -4.510    -4.387    -4.787
  3 -7.196 -1.410    -6.698    -2.637   -4.667    -4.440    -5.034
  4 -7.960 -1.030    -7.587    -2.076   -4.832    -4.483    -5.260
Hybrid weight of cut-filled (anion) and cut-empty (cation) state:
  D = 1 eV: 0.759, 0.713
  D = 2 eV: 0.748, 0.656
  D = 3 eV: 0.729, 0.593
  D = 4 eV: 0.708, 0.537
Spread of VBM over series: 1.861 eV
Spread of CBM over series: 0.811 eV
Spread of L, hydrogen aligned: 0.140 eV
Spread of L, hydrogen lowered: 0.716 eV
Mean L, hydrogen aligned: -4.413 eV = -0.1622 hartree
Largest |L - m|, aligned: 0.157 eV
Largest |L - m|, lowered: 0.760 eV
Reference member D = 2 eV:
  L from total energies, lowered: -4.787298 eV
  L from Green functions, lowered: -4.787298 eV
  mu used in the integral: -4.509 eV
  U_eff, hydrogen aligned: -2.432 eV
  electrons on H in H+ and H-: 0.8023, 1.2142
  dL/dm, finite difference: 0.7941
  dL/dm, from H charges: 0.7941
  L with t_a = 4.5, t_c = 3.5 eV, aligned: -3.451 eV
  L in 128 / 250 atoms: -4.3869 / -4.3875 eV
```
